# Surface-phonon branches of a free-standing polar slab in the nonretarded limit

## 1. One face

Let a polar dielectric fill \(z<0\), with vacuum above it. A wave bound to the face has the potential
\[
\phi=\phi_0e^{iqx}e^{-q|z|},\qquad q>0,
\]
which obeys Laplace's equation on either side. The potential is continuous at \(z=0\). Its normal derivative is \(-q\phi\) just above the face and \(+q\phi\) just below. The normal displacement is \(-\varepsilon_0\varepsilon\,\partial_z\phi\), with \(\varepsilon=1\) in vacuum, so its continuity requires
\[
-q\phi=\varepsilon q\phi\quad\Rightarrow\quad\varepsilon=-1 .
\]
The ions must respond against the field, strongly enough to reverse the displacement inside.

A slab has two such faces. When its thickness \(d\) is comparable with the decay length \(1/q\), each face feels the field of the other, and the single condition splits into two.

## 2. The slab

The slab occupies \(|z|<h\), with \(h=d/2\), and has vacuum on both sides. Its relative permittivity \(\varepsilon(\omega)\) is isotropic, local and, for now, real. Fields vary as \(e^{iqx-i\omega t}\). In the nonretarded limit the electric field is \(\mathbf E=-\nabla\phi\), and without free charge
\[
\nabla\cdot(\varepsilon\nabla\phi)=0 .
\]
Take \(\varepsilon\) finite and nonzero, and write \(\phi=f(z)e^{iqx}\). In each region \(f''=q^2f\).

Outside, a bound field must decay, so \(f'=-qf\) above the slab and \(f'=+qf\) below it. Continuity of \(f\) and \(\varepsilon f'\) turns this into conditions on the inner field:
\[
\varepsilon f'(h)=-qf(h),\qquad \varepsilon f'(-h)=+qf(-h).
\]
The general inner solution is \(f=A\cosh qz+B\sinh qz\). With \(C=\cosh qh\) and \(s=\sinh qh\), division by \(q\) gives
\[
\varepsilon(As+BC)=-(AC+Bs),
\]
\[
\varepsilon(-As+BC)=AC-Bs .
\]
Adding the equations removes \(A\); subtracting the second from the first removes \(B\):
\[
B(\varepsilon C+s)=0,\qquad A(\varepsilon s+C)=0 .
\]
A nonzero field therefore needs one of
\[
\boxed{\varepsilon=-\tanh\frac{qd}{2}}\quad(A=0,\ \text{odd potential}),
\]
\[
\boxed{\varepsilon=-\coth\frac{qd}{2}}\quad(B=0,\ \text{even potential}).
\]
Parity was not assumed. It follows because the two values differ at every finite \(q>0\), so \(A\) and \(B\) cannot both survive.

The excluded values of \(\varepsilon\) belong to bulk vibrations. If \(\varepsilon=0\), the displacement vanishes inside. The outer field then has zero slope at the faces and, since it decays, is zero everywhere outside. Inside, any \(f\) that vanishes at both faces is allowed: these are confined longitudinal modes. At a pole of \(\varepsilon\), ions can move without an electric field if their polarization has no divergence and no normal component at the faces. These are transverse modes.

## 3. From permittivity to phonon energy

Let \(w=\hbar\omega\) be the phonon energy, and let \(w_T\) be the energy of the transverse vibration. With a suitably scaled ionic displacement \(\mathbf u\), the equation of motion and the polarization are
\[
w^2\mathbf u=w_T^2\mathbf u-b\mathbf E,\qquad
\frac{\mathbf P}{\varepsilon_0}=(\varepsilon_\infty-1)\mathbf E+b\mathbf u .
\]
Here \(\varepsilon_\infty\) is the electronic part of the permittivity. The first equation gives \(\mathbf u=b\mathbf E/(w_T^2-w^2)\). Since \(\varepsilon\mathbf E=\mathbf E+\mathbf P/\varepsilon_0\),
\[
\varepsilon(w)=\varepsilon_\infty+\frac{S}{w_T^2-w^2},\qquad S=b^2 .
\]
The bulk longitudinal energy \(w_L\) is the zero of \(\varepsilon\), which fixes \(S=\varepsilon_\infty(w_L^2-w_T^2)\).

Let \(x\) stand for \(\tanh(qd/2)\) or \(\coth(qd/2)\). Setting \(\varepsilon=-x\) gives
\[
\frac{S}{w_T^2-w^2}=-(\varepsilon_\infty+x)
\quad\Rightarrow\quad
\boxed{w^2=w_T^2+\frac{S}{\varepsilon_\infty+x}} .
\]
The right side falls as \(x\) grows. It equals \(w_L^2\) at \(x=0\) and tends to \(w_T^2\) as \(x\to\infty\). Because \(\tanh<1<\coth\), both branches lie between \(w_T\) and \(w_L\), and the odd-potential branch is the upper one. Call the energies \(w_+\) (odd) and \(w_-\) (even).

The count of two refers to one polar vibration. For several undamped vibrations with strengths \(S_j>0\),
\[
\varepsilon=\varepsilon_\infty+\sum_j\frac{S_j}{w_j^2-w^2},\qquad
\frac{d\varepsilon}{d(w^2)}=\sum_j\frac{S_j}{(w_j^2-w^2)^2}>0 .
\]
Just above each \(w_j\), \(\varepsilon\) starts at minus infinity and rises to zero at the next longitudinal energy. It passes \(-x\) once on the way. Elsewhere it is positive. Each vibration thus contributes one branch to each condition.

## 4. Direction of the ionic motion

By Section 3, the ionic displacement is proportional to the local field, with a negative factor because \(w>w_T\). For the odd potential \(f=\sinh qz\), the normal field is proportional to \(\cosh qz\) and the in-plane field to \(\sinh qz\), with equal prefactors apart from a phase. The integrals over the slab are
\[
\int_{-h}^{h}\cosh^2qz\,dz=\frac{\sinh qd}{2q}+\frac d2,
\]
\[
\int_{-h}^{h}\sinh^2qz\,dz=\frac{\sinh qd}{2q}-\frac d2 .
\]
Their sum is \(\sinh(qd)/q\), so the normal share of the squared displacement is
\[
p=\frac12\left(1+\frac{qd}{\sinh qd}\right).
\]
For the even potential the two integrals change places, and \(p\) is the in-plane share.

In a thin slab \(p\to1\). The upper branch then moves ions across the film and charges its two faces oppositely, like a capacitor. The resulting field stiffens the motion up to \(w_L\). The lower branch moves ions along the film. At the faces its normal polarization, which sets the surface charge, is only \(\tanh(qd/2)\) times the in-plane polarization. As \(qd\to0\) this charge and its restoring field vanish, and the energy falls to \(w_T\). In a thick slab \(p\to1/2\) for both.

## 5. Thin and thick slabs

For \(qd\ll1\), \(\tanh(qd/2)\approx qd/2\). Expanding the upper branch gives
\[
w_+^2\approx w_T^2+\frac{S}{\varepsilon_\infty}-\frac{S}{\varepsilon_\infty^2}\frac{qd}{2}
=w_L^2-\frac{w_L^2-w_T^2}{\varepsilon_\infty}\frac{qd}{2},
\]
\[
w_+\approx w_L-\frac{w_L^2-w_T^2}{4\varepsilon_\infty w_L}\,qd .
\]
For the lower branch \(\coth(qd/2)\approx2/(qd)\), hence
\[
w_-^2\approx w_T^2+\frac{S\,qd/2}{1+\varepsilon_\infty qd/2} .
\]
Dropping the second term of the denominator requires the stricter condition \(qd\ll2/\varepsilon_\infty\). If the resulting shift is also small compared with \(w_T\), then
\[
w_-\approx w_T+\frac{\varepsilon_\infty(w_L^2-w_T^2)}{4w_T}\,qd .
\]

For thick slabs, subtracting two nearly equal energies loses digits. An equivalent form avoids this. With \(t=\tanh(qd/2)\),
\[
w_+^2-w_-^2=S\,\frac{1/t-t}{(\varepsilon_\infty+t)(\varepsilon_\infty+1/t)} .
\]
Since \(1/t-t=(C^2-s^2)/(sC)=2/\sinh qd\), division by \(w_++w_-\) gives
\[
w_+-w_-=\frac{2S}{\sinh(qd)(\varepsilon_\infty+t)(\varepsilon_\infty+1/t)(w_++w_-)} .
\]
For \(qd\gg1\), \(\sinh qd\approx e^{qd}/2\) and \(t\to1\). Both branches approach the single-face energy \(w_S\), with
\[
w_S^2=w_T^2+\frac{S}{\varepsilon_\infty+1},\qquad
w_+-w_-\approx\frac{2S\,e^{-qd}}{(\varepsilon_\infty+1)^2w_S} .
\]
The exponential is the field of one face surviving at the other.

## 6. A silicon carbide membrane

Take a suspended film of cubic silicon carbide with \(d=20\) nm and \(q=0.050\) nm\(^{-1}\), so \(qd=1\). Rough typical parameters are \(w_T=99\) meV, \(w_L=120\) meV and \(\varepsilon_\infty=6.5\). Then
\[
S=6.5\,(120^2-99^2)=29893.5\ \text{meV}^2 .
\]
The required permittivities are \(-0.4621\) for the upper branch and \(-2.1640\) for the lower. Therefore
\[
w_+=\sqrt{9801+\frac{29893.5}{6.9621}}=118.7\ \text{meV},
\]
\[
w_-=\sqrt{9801+\frac{29893.5}{8.6640}}=115.1\ \text{meV}.
\]
These are 958 and 928 cm\(^{-1}\), and the splitting is 3.6 meV. The upper branch has 93% of its squared displacement along the normal; the lower has 7%.

With the thickness held at 20 nm, changing \(q\) gives:

| \(qd\) | \(w_-\) (meV) | \(w_+\) (meV) |
|---|---:|---:|
| 0.2 | 107.7 | 119.7 |
| 1 | 115.1 | 118.7 |
| 5 | 117.39 | 117.45 |

The lower branch does most of the moving. Between the thin and thick limits its \(x\) runs from infinity down to 1, so \(w_-^2\) rises by \(S/(\varepsilon_\infty+1)\). For the upper branch \(x\) runs from 0 to 1, so \(w_+^2\) falls by \(S/[\varepsilon_\infty(\varepsilon_\infty+1)]\). The ratio of the two changes is \(\varepsilon_\infty\): the imbalance comes from the large electronic permittivity, and for \(\varepsilon_\infty=1\) the two changes in \(w^2\) would be equal. At \(qd=5\) the thick-slab formula gives a splitting of 0.061 meV.

The energies were tested without using \(\varepsilon(w)\) or the two boxed conditions. The ionic equation of Section 3 was diagonalized on a finite-element mesh, with the field obtained from
\[
\nabla\cdot(\varepsilon_b\nabla\phi)=\nabla\cdot(b\mathbf u),
\]
where \(\varepsilon_b=\varepsilon_\infty\) inside and 1 outside. At each of \(qd=0.2\), 1 and 5, two modes appeared apart from the bulk energies, with the predicted parities. The largest energy difference from the formula was \(5.4\times10^{-4}\) meV. Refining the mesh at \(qd=1\) moved the energies by \(1.8\times10^{-5}\) meV. These figures measure numerical error within the model, not its accuracy for a real film.

## 7. Velocity and damping

Differentiating \(w^2=w_T^2+S/(\varepsilon_\infty+x)\) with respect to \(q\) gives
\[
\frac{dw}{dq}=-\frac{S}{2w(\varepsilon_\infty+x)^2}\frac{dx}{dq},\qquad
v=\frac1\hbar\frac{dw}{dq},
\]
\[
\frac{dx}{dq}=\frac{d}{2\cosh^2(qd/2)}\ \text{(upper)},\qquad
\frac{dx}{dq}=-\frac{d}{2\sinh^2(qd/2)}\ \text{(lower)}.
\]
In the example \(v=-3.1\times10^4\) m/s for the upper branch and \(+9.7\times10^4\) m/s for the lower. The negative sign means that a wave packet moves against its phase fronts.

For damping \(g\), in energy units, replace \(w^2\) in the denominator of \(\varepsilon\) by \(w^2+igw\). If \(W\) is the undamped energy of a branch, the same algebra now gives
\[
w^2+igw=W^2\quad\Rightarrow\quad
w=\sqrt{W^2-\frac{g^2}{4}}-\frac{ig}{2} .
\]
The amplitude decays as \(e^{-gt/2\hbar}\). The energy, quadratic in amplitude, decays as \(e^{-gt/\hbar}\), with lifetime \(\tau=\hbar/g\). For small \(g\) the real part shifts by \(-g^2/(8W)\).

With \(g=0.6\) meV, \(\tau=1.1\) ps and the shift is about \(-4\times10^{-4}\) meV. The splitting at \(qd=1\) is six times \(g\), so the branches are distinct. At \(qd=5\) it is a tenth of \(g\), and they merge within their linewidth.

The distance travelled in one lifetime is \(|v|\tau\): 106 nm for the lower branch and 34 nm for the upper. Both are shorter than the wavelength of 126 nm. A packet with a well-defined \(q\) must span several wavelengths, so at this \(q\) it loses most of its energy before moving by its own length. At 400 K the mean occupation is 0.037 for the lower branch and 0.033 for the upper. These numbers do not by themselves give a thermal conductivity, which requires a sum over all \(q\) and all phonons.

## 8. Where retardation enters

Maxwell's equations replace the decay constant \(q\) by
\[
\kappa_0=\sqrt{q^2-\omega^2/c^2},\qquad
\kappa_i=\sqrt{q^2-\varepsilon\omega^2/c^2}
\]
outside and inside. For fields with magnetic component \(H_y\), both \(H_y\) and \(H_y'/\varepsilon\) are continuous. Taking \(H_y=\cosh\kappa_iz\) or \(\sinh\kappa_iz\) inside and matching to a decaying wave gives
\[
\varepsilon=-\frac{\kappa_i}{\kappa_0}\tanh\frac{\kappa_id}{2},\qquad
\varepsilon=-\frac{\kappa_i}{\kappa_0}\coth\frac{\kappa_id}{2} .
\]
The first belongs to the odd potential: \(E_z\) is proportional to \(H_y/\varepsilon\), hence even, and \(E_z=-f'\) in the static limit. As \(c\to\infty\) both constants become \(q\), and the earlier conditions return.

In the example \(\omega/c\approx6\times10^{-4}\) nm\(^{-1}\) (printed as w/c in the output), about a hundredth of \(q\). Numerical matching of the Maxwell fields gives shifts below \(10^{-3}\) meV.

The small-\(q\) end needs more care. For the lower branch with \(\kappa_id\ll1\), the condition becomes \(\varepsilon\approx-2/(\kappa_0d)\). Since \(\kappa_0<q\), the required permittivity is more negative and the energy falls. At \(q=0.002\) nm\(^{-1}\) the nonretarded energy is 101.64 meV, and retardation lowers it by 0.08 meV.

The thin-slab slope of the lower branch corresponds to \(2.3\times10^6\) m/s. It applies only for \(\omega/c\ll q\ll2/(\varepsilon_\infty d)\), where the upper limit is 0.015 nm\(^{-1}\) here. For this film the window is too narrow for the slope to stay constant: at \(q=0.003\) nm\(^{-1}\) the nonretarded slope has already fallen to about two thirds of that value. Continuing the line to \(q=0\) would leave the nonretarded regime.

## 9. Coated faces

An oxide layer of thickness \(a\) and permittivity \(\varepsilon_c\) on both faces preserves the symmetry. Measure \(s'\) outward from the slab face. In the coating, with \(f=1\) at its outer surface,
\[
f=\cosh q(a-s')+\beta\sinh q(a-s') .
\]
At \(s'=a\), \(f'=-q\beta\). Matching to vacuum requires \(-\varepsilon_cq\beta=-q\), so \(\beta=1/\varepsilon_c\). Define \(Y=-\varepsilon_cf'/(qf)\) at the slab face, and let \(T=\tanh qa\). Then
\[
Y=\varepsilon_c\frac{T+\beta}{1+\beta T}
=\varepsilon_c\frac{1+\varepsilon_cT}{\varepsilon_c+T} .
\]
The slab's boundary condition changes from \(\varepsilon f'=-qf\) to \(\varepsilon f'=-Yqf\), so both required permittivities are multiplied by \(Y\). In the energy formula, replace \(x\) by \(Yx\).

For 1 nm of oxide with a rough constant \(\varepsilon_c=5\), \(T=0.050\) and \(Y=1.24\). The diagonalization with this coating gives shifts of \(-0.84\) meV for the lower branch and \(-0.28\) meV for the upper, in agreement with the replacement rule. To first order in \(Y-1\), the energy formula gives a shift of \(-S(Y-1)x/[2w(\varepsilon_\infty+x)^2]\). The factor \(x/(\varepsilon_\infty+x)^2\) is 0.029 for the lower branch and 0.0095 for the upper, so here the lower branch shifts about three times as much.

## 10. Reading the result for a real membrane

The phonon energies used are in the range of cubic silicon carbide, while 20 nm is thin for a free-standing film. For the lower branch, the oxide's shift is the largest of those sized here, so bare faces are the assumption to revise first. For the upper branch, an error of 0.5 meV in \(w_L\) matters more. Silicon dioxide also has polar vibrations near these energies; a constant \(\varepsilon_c\) omits their dispersion, loss and additional branches. Heating from 300 to 400 K lowers the energies by about 0.2 meV, for a rough softening of 0.002 meV/K. A tensile strain of 0.1% in both in-plane directions lowers them by a similar amount, for a rough Grüneisen parameter of 1.3. This counts only the volume change and omits the shear part of the strain, which acts differently on in-plane and normal vibrations. Mobile carriers at \(10^{17}\) cm\(^{-3}\) would raise them by 0.05 to 0.07 meV for a rough effective mass of 0.35 electron masses; a mass of 0.32 adds about 0.01 meV. This is an estimate for an undepleted film: at this density 20 nm holds only \(2\times10^{11}\) carriers per cm\(^2\), which surface traps can remove. The rounded bulk energies matter too: changing \(w_L\) by 0.5 meV moves the lower branch by about 0.4 meV and the upper by about 0.5 meV. Together these effects mean that the bare-slab energies should be trusted to no better than about 1 meV.

Locality also fails to some degree. Bulk longitudinal phonons soften at short wavelength, so some of them share the energy of a surface mode. For a rough band drop of 17 meV towards the zone edge, confined longitudinal modes of one parity are spaced by about 0.5 meV near the lower branch and 0.3 meV near the upper. Mixing can therefore spread a surface mode over neighbouring levels. These spacings are below the assumed damping of 0.6 meV, which suggests a broadened line rather than a resolved ladder; the mixing itself was not calculated.

A film resting on a substrate has different boundary conditions on its two faces. The potential then has no definite parity, and the two boxed conditions must not be used. The full set of values for the suspended film is in the numerical output below.

## Numbers as computed

```
thickness d = 20.0 nm; q = 0.050 /nm
qd = 1.000; wavelength = 125.7 nm
w_T = 99.0 meV; w_L = 120.0 meV
eps_inf = 6.50; static eps = 9.550
S = 29893.5 meV^2
required eps: lower -2.1640, upper -0.4621 
surface phonon energy: lower 115.114, upper 118.721 meV
same, as wavenumber: lower 928.5, upper 957.6 cm^-1
ion-model energy, fine mesh: lower 115.114, upper 118.721 meV
mesh-refinement shift = 1.8e-05 meV
largest ion-model error, qd 0.2, 1, 5 = 5.4e-04 meV
branch splitting = 3.607 meV
energy at qd=0.2: lower 107.745, upper 119.710 meV
energy at qd=5: lower 117.387, upper 117.448 meV
thick-slab limit (eps=-1) = 117.417 meV
thick-slab splitting formula, qd=5 = 0.0610 meV
ion-model splitting, qd=5 = 0.0609 meV
normal share of motion: lower 0.0745, upper 0.9255 
group velocity: lower 9.678e+04, upper -3.103e+04 m/s
thin-slab velocity limit: lower 2.294e+06, upper -4.479e+04 m/s
damping g = 0.60 meV; lifetime = 1.097 ps
distance in one lifetime: lower 106.2, upper 34.0 nm
two-vibration test: 4 surface branches
two-vibration energies: 63.34, 63.86, 110.79, 113.64 meV
--- neglected effects ---
w/c: lower 5.83e-04, upper 6.02e-04 /nm
retardation shift: lower -3.4e-04, upper -1.6e-04 meV
lower branch at q=0.002 /nm = 101.637 meV
its retardation shift = -0.079 meV
damping shift: lower -3.9e-04, upper -3.8e-04 meV
oxide: 1.0 nm per face, rough eps 5.0
oxide shift: lower -0.842, upper -0.281 meV
carriers = 1e+17 cm^-3; mass = 0.35 m_e
unscreened plasma energy = 19.85 meV
carrier shift: lower 0.052, upper 0.073 meV
rough softening = 0.002 meV/K
heating shift, 300 to 400 K = -0.20 meV
occupation at 400 K: lower 0.0368, upper 0.0330 
in-plane strain = 0.10 %; Grueneisen = 1.3
stiffness ratio c12/c11 = 0.35
rough strain shift = -0.20 meV
rough longitudinal band drop = 17.0 meV
lattice constant = 0.436 nm
matching short-wave k: lower 5.19, upper 2.55 /nm
same-parity ladder spacing: lower 0.53, upper 0.31 meV
```
